\section*{Why the skin-depth and mean-free-path crossing scales as resistivity cubed}

\section*{Question}

I am estimating when the ordinary skin-effect formula stops being safe for copper conductors that will be cooled. The criterion I was given is that the classical skin depth equals the electron mean free path. At room temperature, with $\rho=1.7\ \mu\Omega\,\mathrm{cm}$ and a mean free path of about 39 nm, I get roughly 3 THz.

Now I take copper with a residual resistivity ratio (RRR) of 100, so $\rho$ drops by a factor of 100 on cooling. Since $\delta^2\propto\rho/f$, I expected the crossing to drop by 100 as well, to about 30 GHz. The exercise says that the frequency scales as $\rho^3$ and falls to about 3 MHz. Where do the other two powers come from? And can a formula based on dc resistivity be trusted at 3 THz?

\section*{Answer}

Your estimate holds the mean free path at 39 nm while the resistivity falls. In a given metal the resistivity falls \emph{because} the mean free path grows, and the criterion contains its square. The cubic law follows, and your doubt about 3 THz is justified: there the dc formula needs a moderate correction.

I assume a thick, non-magnetic metal with a flat face, a spherical Fermi surface and one mean free path $l$ for all electrons. Fields vary as $e^{-i\omega t}$, with $\omega=2\pi f$, and $\rho$ is the dc resistivity.

\subsection*{1. The skin depth}

Let the metal fill $x>0$, with the electric field $E(x)$ along $y$. With the displacement current neglected, Faraday's and Amp\`ere's laws read
\begin{equation}
E'=i\omega B,\qquad -B'=\mu_0J .
\end{equation}
Differentiating the first and inserting the second gives
\begin{equation}
E''=-i\omega\mu_0J .
\label{field}
\end{equation}
For local conduction $J=E/\rho$. The trial solution $E\propto e^{i\kappa x}$ then requires
\begin{equation}
\kappa^2=\frac{i\omega\mu_0}{\rho}=\frac{2i}{\delta^2},\qquad
\delta^2=\frac{2\rho}{\mu_0\omega}=\frac{\rho}{\pi\mu_0f}.
\label{delta}
\end{equation}
Since $(1+i)^2=2i$, the decaying root is $\kappa=(1+i)/\delta$, and the amplitude falls as $e^{-x/\delta}$.

\subsection*{2. Resistivity and mean free path are tied together}

I solve the Boltzmann equation for a field $Ee^{i(qx-\omega t)}$ along $y$. The dc case is $q=\omega=0$; the general case is needed in section 5. Electrons have charge $-e$, relaxation time $\tau$ and equilibrium distribution $f_0(\varepsilon)$. To first order in $E$, the deviation $f_1$ obeys
\begin{equation}
\left(-i\omega+iqv_x+\frac1\tau\right)f_1
=eEv_y\frac{\partial f_0}{\partial\varepsilon},
\end{equation}
because $\partial f_0/\partial k_y=\hbar v_y\,\partial f_0/\partial\varepsilon$. The wave's magnetic force does not enter at this order: it is perpendicular to $\mathbf v$, while the gradient of $f_0$ is along $\mathbf v$.

The current is $J=-e\int 2\,d^3k\,v_yf_1/(2\pi)^3$. Write $v_x=v\mu$, $l=v_F\tau$ and $w=1-i\omega\tau$. The azimuthal integral of $v_y^2$ is $\pi v^2(1-\mu^2)$. For a sharp Fermi edge, $d\varepsilon=\hbar v\,dk$ gives $\int k^2dk(-\partial f_0/\partial\varepsilon)=k_F^2/(\hbar v_F)$. Therefore
\begin{align}
\sigma(q)&=e^2\frac{2}{8\pi^3}\,\frac{k_F^2}{\hbar v_F}\,\pi v_F^2\tau
\int_{-1}^{1}\frac{1-\mu^2}{w+iql\mu}\,d\mu\nonumber\\
&=\frac{e^2k_F^2l}{4\pi^2\hbar}
\int_{-1}^{1}\frac{1-\mu^2}{w+iql\mu}\,d\mu .
\label{sigmaq}
\end{align}
At $q=\omega=0$ the integral is $4/3$, so
\begin{equation}
\frac1\rho=\frac{e^2k_F^2}{3\pi^2\hbar}\,l
\quad\Longrightarrow\quad
\Lambda\equiv\rho l=\frac{3\pi^2\hbar}{e^2k_F^2}.
\label{lambda}
\end{equation}
The effective mass has cancelled. With electron density $n$, $k_F=(3\pi^2n)^{1/3}$, so $\Lambda$ depends on the density but not on the scattering rate. Purifying or cooling the metal changes $\rho$ and $l$ in inverse proportion, apart from a small effect of thermal contraction.

\subsection*{3. The crossing}

Set $\delta^2=l^2$ and use $l=\Lambda/\rho$:
\begin{equation}
\frac{\rho}{\pi\mu_0f_c}=\frac{\Lambda^2}{\rho^2}
\quad\Longrightarrow\quad
\boxed{f_c=\frac{\rho^3}{\pi\mu_0\Lambda^2}}
\label{fc}
\end{equation}
One power of $\rho$ comes from the skin depth and two come from $l^{-2}$. At fixed $\Lambda$, cooling lowers $f_c$ by $\mathrm{RRR}^3$.

For copper I take the rough values $\rho=1.70\times10^{-8}\ \Omega\,\mathrm m$ and one conduction electron per atom, $n=8.5\times10^{22}\ \mathrm{cm^{-3}}$. Then $k_F=13.60\ \mathrm{nm^{-1}}$ and $\Lambda=6.574\times10^{-16}\ \Omega\,\mathrm{m^2}$, so
\begin{equation}
l=\frac{6.574\times10^{-16}}{1.70\times10^{-8}}\ \mathrm m=38.7\ \mathrm{nm},
\end{equation}
\begin{equation}
f_c=\frac{(1.70\times10^{-8})^3}
{\pi(1.257\times10^{-6})(6.574\times10^{-16})^2}\ \mathrm{Hz}
=2.88\ \mathrm{THz}.
\end{equation}
At RRR $=100$ the mean free path is 3867 nm, or about 3.9 $\mu$m, and
\begin{equation}
f_c=\frac{2.88\ \mathrm{THz}}{100^3}=2.88\ \mathrm{MHz}.
\end{equation}

At any other frequency, dividing $l^2$ by $\delta^2\propto1/f$ gives
\begin{equation}
\frac l\delta=\sqrt{\frac f{f_c}} .
\end{equation}
At 1 GHz this ratio is about 0.019 for the room-temperature metal and 19 for the cold one. The same signal is deep in the local regime in one case and far outside it in the other.

\subsection*{4. Is the dc resistivity good enough at 3 THz?}

The dc formula requires $x\equiv\omega\tau\ll1$. At the crossing, $\omega=2\rho^3/(\mu_0\Lambda^2)$ and $\tau=l/v_F=\Lambda/(\rho v_F)$, hence
\begin{equation}
x_c=\frac{2\rho^2}{\mu_0\Lambda v_F}.
\end{equation}
With the free-electron velocity $v_F=1.575\times10^6$ m/s, $x_c=0.444$ at room temperature. It falls as $\rho^2$, to $4.4\times10^{-5}$ at RRR $=100$. Inertia therefore matters at the upper end and is negligible at the lower.

To include it while keeping conduction local, replace $1/\rho$ by $1/[\rho(1-ix)]$:
\begin{equation}
\kappa^2=\frac{2i}{\delta^2(1-ix)}
=\frac{2}{\delta^2}\,\frac{i-x}{1+x^2}.
\end{equation}
The decay depth is $d=1/\operatorname{Im}\kappa$. For any complex $\kappa$, $(\operatorname{Im}\kappa)^2=(|\kappa^2|-\operatorname{Re}\kappa^2)/2$, so
\begin{equation}
\frac1{d^2}=\frac1{\delta^2}
\left[\frac1{\sqrt{1+x^2}}+\frac{x}{1+x^2}\right]
=\frac{x+\sqrt{1+x^2}}{\delta^2(1+x^2)} .
\end{equation}
At 2.88 THz this gives $d=0.882\,\delta$. To find where $d=l$, write $f=yf_c$. Then $\delta^2=l^2/y$ and $x=x_cy$, and the condition becomes
\begin{equation}
y=\frac{1+x^2}{x+\sqrt{1+x^2}},\qquad x=x_cy .
\end{equation}
The solution is $y\simeq0.80$, which puts the room-temperature crossing at 2.29 THz. A rough effective mass of 1.4 electron masses lowers $v_F$ and moves it to 2.23 THz. So ``about 3 THz'' belongs to the dc skin depth; with inertia the condition $d=l$ is met near 2.3 THz. This figure depends on which length is compared with $d$. In \eqref{sigmaq} the mean free path enters as $l/w$, so inertia also shortens the range of nonlocality to $l/|1-ix|$. The condition $d=l/|1-ix|$ is first met at 2.63 THz for the free mass, and for the mass 1.4 it is just missed (the ratio peaks at 0.998 near 3.9 THz). At room temperature the crossing is therefore only a rough marker of a few THz. The cubic law is exact within this model for the dc skin depth at fixed $\Lambda$. With inertia included and the condition $d=l$, the crossing falls by about $8\times10^5$ instead of $10^6$.

\subsection*{5. What happens when $l$ reaches $\delta$?}

An electron then crosses a region of changing field between collisions, so $J$ at a point no longer depends on $E$ at that point alone. To see how much this matters, first evaluate \eqref{sigmaq}. The part odd in $\mu$ vanishes. With $z=ql/w$,
\begin{align}
\sigma(q)&=\frac{3}{2\rho w}\int_0^1\frac{1-\mu^2}{1+z^2\mu^2}\,d\mu\nonumber\\
&=\frac{3}{2\rho w}\int_0^1\left[-\frac1{z^2}
+\frac{1+z^2}{z^2}\,\frac1{1+z^2\mu^2}\right]d\mu\nonumber\\
&=\frac1{\rho w}\,\frac{3\left[(1+z^2)\arctan z-z\right]}{2z^3}.
\end{align}

Suppose that the face reflects electrons like a mirror. A reflected electron then has the same history as one arriving from $x<0$ through a mirror-image field. We may therefore fill all space with metal and continue $E$ evenly. The slope jumps by $2E'(0^+)$ at $x=0$, so the Fourier transform of \eqref{field} is
\begin{equation}
\left[-q^2+i\omega\mu_0\sigma(q)\right]E_q=2E'(0^+).
\end{equation}
Let $K=\int_0^\infty J\,dx$ be the current per unit width. Integrating \eqref{field} over the metal gives $E'(0^+)=i\omega\mu_0K$. Inverting the transform at $x=0$, with $\sigma(q)$ even in $q$, gives the surface impedance
\begin{equation}
Z=\frac{E(0)}K=-\frac{2i\omega\mu_0}{\pi}
\int_0^\infty\frac{dq}{q^2-i\omega\mu_0\sigma(q)} .
\label{Z}
\end{equation}
In the local dc limit the integral is $i\pi/(2\kappa)$. Then $Z=\omega\mu_0/\kappa=(1-i)\rho/\delta$, and the classical surface resistance is $\rho/\delta$.

Without inertia, $\operatorname{Re}Z$ divided by $\rho/\delta$ is 0.998, 0.979 and 1.020 at $l/\delta=0.1$, 1 and 3. For this mirror-like face the crossing is thus no sharp breakdown: the classical surface resistance is off by about 2 percent there. For the cold metal, $l/\delta=3$ corresponds to $9f_c\simeq26$ MHz, and the error is still about 2 percent, now with the opposite sign. The ratio has passed through 1 in between, so this small error is partly a cancellation and does not show that conduction is still local. The reactance $-\operatorname{Im}Z$, classically also $\rho/\delta$, shows this: it is 10 percent higher at $l/\delta=1$ and 34 percent higher at $l/\delta=3$. At the room-temperature crossing inertia matters more: it alone gives 0.806, and inertia with nonlocality gives 0.836. The nonlocal figures hold for mirror reflection only. Without inertia, a face that scatters electrons diffusely gives larger deviations from the classical resistance at $l/\delta=1$ and 3, so the 2 percent should not be carried over to a rough copper surface.

In the cold metal the large failure comes at $l\gg\delta$. At 1 GHz, for example, $l/\delta\simeq19$ while $\omega\tau\simeq0.015$, so $ql$ is of order ten for the wave numbers that matter, well above $|1-i\omega\tau|\simeq1$. The limit $ql\gg|1-i\omega\tau|$ is then approached, though not fully reached: for the mirror face the surface resistance is 1.39 times the classical value and still about 14 percent above the limiting value derived next. (In the room-temperature metal $\omega\tau=x_c(l/\delta)^2$ becomes large when $l\gg\delta$, and the following limit does not apply.) Then $\arctan z\to\pi/2$, so $\sigma(q)\to3\pi/(4\rho ql)=3\pi/(4\Lambda q)$, which no longer contains the scattering rate. With $b=3\pi\omega\mu_0/(4\Lambda)$ and $q=b^{1/3}u$, equation \eqref{Z} becomes
\begin{equation}
Z\to-\frac{2i\omega\mu_0}{\pi b^{1/3}}\int_0^\infty\frac{u\,du}{u^3-i}.
\end{equation}
The remaining integral is a pure number, so $Z\propto\omega^{2/3}\Lambda^{1/3}$, independent of $\rho$. In this limit further purification no longer lowers the surface resistance, whereas the classical formula predicts a fall as $\rho^{1/2}$.

\subsection*{6. Using the numbers for real conductors}

An RRR of 100 is reasonable for thick, pure, annealed copper. It is not a suitable value for a submicron interconnect, whose width is well below the cold mean free path of 3.9 $\mu$m: surfaces and grain boundaries then limit $l$. As an illustration, if such scattering held the ratio to 3 with the same room-temperature resistivity, \eqref{fc} would give $2.88/27\simeq0.11$ THz, not 2.88 MHz. Even that figure needs a conductor much thicker than both $l$ and $\delta$; a thinner line needs its own field and transport calculation.

For thick copper, the cold resistivity must be known well, because it enters cubed: an error of 5 percent in it changes $f_c$ by about 15 percent. The value of $\Lambda$ is also uncertain, since the real Fermi surface is not a sphere. Raising or lowering $\Lambda$ by 5 percent changes $f_c$ by $-9$ or $+11$ percent. At fixed cold resistivity, an assumed contraction of 0.3 percent on cooling raises the cold crossing by 1.2 percent, through the higher electron density. The vacuum displacement current is only $2.7\times10^{-6}$ of the conduction current at the room-temperature crossing with the dc conductivity, and $3.0\times10^{-6}$ with inertia. Diffuse surface reflection and a direction-dependent mean free path are not included. The numerical output below lists the main values used here.

\section*{Computed results}
\begin{verbatim}
INPUTS (rough copper values)
room resistivity: 1.70 microohm cm
electron density: 8.50e+22 per cm3
RRR: 100; room temperature: 293 K
FIXED PRODUCT AND PATHS
Fermi wave number: 13.60 per nm
Fermi velocity, free mass: 1.575e+06 m/s
Lambda = rho*l: 6.574e-16 ohm m2
cold resistivity: 0.0170 microohm cm
mean free path, room: 38.7 nm
mean free path, cold: 3867 nm
CROSSING, delta = l
skin depth at room crossing: 38.7 nm
skin depth at cold crossing: 3867 nm
crossing frequency, room: 2.88 THz
crossing frequency, cold: 2.88 MHz
room over cold crossing: 1.000e+06
numerical exponent, RRR 1 to 3: 3.00000
numerical exponent, RRR 3 to 10: 3.00000
numerical exponent, RRR 10 to 100: 3.00000
INERTIA
relaxation time, room: 24.6 fs
relaxation time, cold: 2456 fs
omega tau at room crossing: 0.444
omega tau at cold crossing: 4.44e-05
field depth/delta at room crossing: 0.882
room crossing with inertia: 2.29 THz
same, effective mass 1.4: 2.23 THz
relative shift of cold crossing: -4.4e-05
SURFACE RESISTANCE / (rho/delta), specular face
no inertia, l/delta = 0.1: 0.998
no inertia, l/delta = 1.0: 0.979
no inertia, l/delta = 3.0: 1.020
room crossing, inertia only: 0.806
room crossing, inertia and nonlocality: 0.836
cold crossing, inertia and nonlocality: 0.979
SMALLER EFFECTS
displacement/conduction current, room: 2.7e-06
kT/Fermi energy, room: 3.6e-03
assumed contraction on cooling: 0.3 percent
resulting shift of cold crossing: 1.2 percent
Lambda 5 percent higher: f_c -9.3 percent
Lambda 5 percent lower: f_c +10.8 percent
\end{verbatim}
